# Equilibrium Occupation of Sites Holding at Most One Charged Defect

## What symmetry fixes

Consider $N$ equivalent sites in a solid, per unit volume or in a given sample. Each site is either empty of defects or holds one defect, whose charge $q$ (in units of the elementary charge $e$) can take several values. A defect of charge $q$ has $g_q$ internal states of equal energy, for example two spin orientations. We want the number $n_q$ of sites holding charge state $q$ at temperature $T$.

Much of the answer follows before any thermodynamics. Because the sites are equivalent, $n_q$ must be $N$ times a pure number $f_q$. A pure number can depend on the energies $E_q$ of forming the defects only through ratios such as $E_q/kT$, where $k$ is Boltzmann's constant. Because the $g_q$ internal states are equivalent, they are equally populated. Let $r_q$ be the population of one such state divided by the population of the empty state. With $f_v$ the fraction of empty sites, $f_q=g_qr_qf_v$. Every site is in one of the listed conditions, so

$$f_v+\sum_q f_q=f_v\Big(1+\sum_q g_qr_q\Big)=1,$$

and therefore

$$n_q=N\,\frac{g_qr_q}{1+\sum_s g_sr_s}. \tag{1}$$

The sum runs over all charge states. The denominator expresses their competition for the same sites. What symmetry cannot supply is the function $r_q$. Two derivations below give $r_q=e^{-E_q/kT}$, so that

$$n_q=\frac{N x_q}{1+\sum_s x_s},\qquad x_q=g_q e^{-E_q/kT}. \tag{2}$$

## The formation energy and the reservoirs

Making a charged defect exchanges energy, atoms and electrons with the surroundings. These act as reservoirs with fixed temperature and fixed chemical potentials. Let the defects change the energy of the solid by $\Delta U$ and its number of particles of kind $i$ by $\Delta N_i$. Conservation gives the reservoirs $-\Delta U$ and $-\Delta N_i$. At fixed volume their entropy changes by

$$\Delta S_{\rm res}=-\frac{1}{T}\Big(\Delta U-\sum_i\mu_i\,\Delta N_i\Big).$$

The bracket, evaluated for one defect, is its formation energy $E_q$. A defect of charge $+q$ has given up $q$ electrons, so $\Delta N_e=-q$ and the electron term is $+q\mu_e$. We measure the Fermi level $E_F$ from the conduction-band edge, negative in the gap, and write

$$E_q=E_q^C+qE_F, \tag{3}$$

where $E_q^C$ is the formation energy when $E_F$ lies at the band edge. The atomic chemical potentials are contained in $E_q^C$. Raising the Fermi level makes a positive defect more costly, because its electrons must be placed higher.

If the defects do not interact, their formation energies add:

$$\Delta S_{\rm res}=-\frac1T\sum_q n_qE_q. \tag{4}$$

## First derivation: maximum entropy

Choose which sites are empty and which hold each charge state. With $n_v=N-\sum_q n_q$ empty sites, the number of arrangements, internal states included, is

$$\Omega=\frac{N!}{n_v!\prod_q n_q!}\prod_q g_q^{\,n_q}. \tag{5}$$

There is one factor $n_v!$ for all charge states together. This is how the rule of at most one defect per site enters.

For large numbers Stirling's formula is $\ln m!\simeq m\ln m-m$. Applied to (5), it gives

$$\ln\Omega\simeq N\ln N-n_v\ln n_v-\sum_q n_q\ln n_q+\sum_q n_q\ln g_q .$$

The linear terms $-N+n_v+\sum_q n_q$ have cancelled by site conservation. Writing $N\ln N=(n_v+\sum_q n_q)\ln N$ and dividing by $N$,

$$\frac{\ln\Omega}{N}\simeq-f_v\ln f_v-\sum_q f_q\ln\frac{f_q}{g_q}. \tag{6}$$

The next term in Stirling's formula is $\tfrac12\ln(2\pi m)$. At fixed fractions it changes $\ln\Omega$ by an amount of order $\ln N$, so the error of (6) per site is of order $(\ln N)/N$. For the occupations of the example below it is $5.4\times10^{-2}$ at $N=10^2$ and $1.9\times10^{-5}$ at $N=10^6$.

The quantity to maximize is the entropy of solid and reservoirs together. From (4) and (6), per site and in units of $k$, it is

$$\Phi=-f_v\ln f_v-\sum_q f_q\ln\frac{f_q}{g_q}-\sum_q f_q\frac{E_q}{kT}. \tag{7}$$

Vary one $f_q$ with the other defect fractions held fixed. Since $f_v=1-\sum_q f_q$, we have $\partial f_v/\partial f_q=-1$, and

$$\frac{\partial\Phi}{\partial f_q}=(\ln f_v+1)-\Big(\ln\frac{f_q}{g_q}+1\Big)-\frac{E_q}{kT}=0 .$$

The two ones cancel, leaving

$$\ln\frac{g_qf_v}{f_q}=\frac{E_q}{kT}\quad\Longrightarrow\quad f_q=f_v\,g_qe^{-E_q/kT}=f_vx_q. \tag{8}$$

Thus $r_q=e^{-E_q/kT}$. Summing (8) over $q$ and adding $f_v$ gives $f_v(1+\sum_q x_q)=1$, and (2) follows.

To see that this is a maximum, differentiate again:

$$\frac{\partial^2\Phi}{\partial f_q\,\partial f_s}=-\frac{\delta_{qs}}{f_q}-\frac1{f_v}.$$

For any small displacement $a_q$ the second-order change of $\Phi$ is half of

$$-\sum_q\frac{a_q^2}{f_q}-\frac{(\sum_q a_q)^2}{f_v}<0 .$$

The function is strictly concave, so its one stationary point is the global maximum.

The energy term in (7) is essential. If the configurational entropy alone is maximized, the same steps with $E_q=0$ give $f_q=g_q/(1+\sum_s g_s)$, whatever the defects cost. For $g=(1,2,1)$ and 120 sites, a search over all integer populations in (5) finds the maximum at 24, 48 and 24 defects, as this expression requires.

## Second derivation: independent sites

Now take a cell of $M$ sites, with $M$ as small as one. A particular microstate $c$ assigns to each site $j$ a definite condition with formation energy $\epsilon_j$, where $\epsilon_j=0$ for an empty site. Its probability is proportional to the number of reservoir states compatible with it, $e^{\Delta S_{\rm res}/k}$. By (4),

$$P(c)=\frac1{Z_M}\prod_{j=1}^{M}e^{-\epsilon_j/kT}. \tag{9}$$

The weight is a product over sites, and each site runs through its conditions independently. The normalizing sum therefore factorizes:

$$Z_M=\Big(1+\sum_q g_qe^{-E_q/kT}\Big)^M=\Big(1+\sum_qx_q\Big)^M .$$

To find the probability that one chosen site has charge state $q$, sum (9) over all conditions of the other $M-1$ sites. They contribute $(1+\sum_s x_s)^{M-1}$, which cancels all but one factor of $Z_M$. The chosen site contributes $x_q$, so

$$f_q=\frac{x_q}{1+\sum_s x_s}, \tag{10}$$

for every $M$. No large number of sites was needed.

The same argument gives the fluctuations. Let $\theta=\sum_q f_q$ be the total occupation. The defect count on one site is 0 or 1, so its mean and its mean square are both $\theta$, and its variance is $\theta-\theta^2$. Variances of independent sites add, so a cell of $M$ sites holds $M\theta$ defects on average with variance $M\theta(1-\theta)$.

For six sites and the example's $\theta=0.490$, the mean is 2.94 and the standard deviation 1.22. Listing every microstate of that cell gives the same mean and variance. A small cell thus has the right mean occupation but large fluctuations. This concerns counting at given $E_q$. A formation energy computed in a small periodic cell may itself depend on the cell size, and (10) does not remove that error.

## What each derivation assumes

Both derivations assume equivalent sites, at most one defect per site, additive formation energies and equilibrium with reservoirs large enough that their temperature and chemical potentials stay fixed. They differ in the following ways.

The first needs many sites, because it uses Stirling's formula and identifies equilibrium with the most probable populations. The second gives mean populations for any number of sites. In a finite system the most probable populations, which are integers, need not equal the means. For 120 sites and the example's energies, the largest term is at 1, 8 and 49 defects of charge 0, +1 and +2, while the means are 1.28, 8.83 and 48.73.

The second relies on the factorization in (9), and interactions between sites destroy it. The first can still be used then as a mean-field approximation. One keeps the counting (5), replaces the energy sum by a function of the populations, and obtains (8) with $E_q$ replaced by the derivative of that function with respect to $n_q$. If the defects attract one another, this equation can have several solutions, and equilibrium is the one with the largest total entropy. Correlations between neighbouring defects are lost.

The first also handles a fixed number of defects easily. Suppose the solid has been cooled until defects can no longer form or vanish, though they can still exchange electrons. Then $\sum_q f_q=\theta_0$ is fixed. Adding $\lambda(\sum_q f_q-\theta_0)$ to $\Phi$ changes (8) to $f_q=f_ve^{\lambda}x_q$. The sum over $q$ fixes $f_ve^{\lambda}=\theta_0/\sum_s x_s$, so

$$f_q=\theta_0\,\frac{x_q}{\sum_s x_s}. \tag{11}$$

## Dilute and saturated limits

Summing (2) gives $\theta=\sum x/(1+\sum x)$, hence $1-\theta=1/(1+\sum x)$. The ratio of the Boltzmann form $Nx_q$ to the full result is then

$$\frac{Nx_q}{n_q}=1+\sum_s x_s=\frac1{1-\theta}. \tag{12}$$

When $\theta\ll1$, this tends to one and $n_q\simeq Nx_q$. Relative to the full result, the Boltzmann form is too large by $\theta/(1-\theta)$, about 1% at $\theta=0.01$. For a single charge state with $g=1$ at 600 K, that occupation is reached at $E=kT\ln99=0.238$ eV.

Equation (12) contains the total occupation and not $f_q$. A rare charge state is therefore misjudged by the same factor as a common one if the sites are crowded by other charge states. Conversely, the ratio $n_q/n_s=x_q/x_s$ is unaffected by saturation at given $E_F$. So is the Fermi level at which two charge states have equal formation energies.

In the opposite limit, $\sum x\gg1$, nearly every site is filled. Then $f_v\simeq1/\sum x$ and $f_q\simeq x_q/\sum_s x_s$. The charge states now share a fixed number of sites, as in (11) with $\theta_0=1$.

It is not enough to limit each charge state separately by writing $x_q/(1+x_q)$, since that lets different charge states occupy one site together. The table shifts all formation energies of the example by a common amount $\Delta$, holding $T$ and $E_F$ fixed. The last two columns are $\sum x_q$ and $\sum x_q/(1+x_q)$.

| $\Delta$ (eV) | $\theta$ | Boltzmann | Separate |
|---:|---:|---:|---:|
| −0.2 | 0.979 | 46.0 | 2.35 |
| −0.1 | 0.869 | 6.66 | 1.47 |
| 0 | 0.490 | 0.962 | 0.590 |
| +0.1 | 0.122 | 0.139 | 0.127 |
| +0.3 | 0.00290 | 0.00291 | 0.00290 |

Both incorrect forms exceed one defect per site in the upper rows, and all three agree in the last.

## Neutrality determines the Fermi level

So far $E_F$ was given. In a film whose only charges are these defects and band electrons of density $n$, it follows from

$$N\sum_q q f_q(E_F)=n(E_F). \tag{13}$$

From (3), $dx_q/dE_F=-qx_q/kT$. With $\langle q\rangle=\sum_q qf_q$, in which empty sites count as zero charge, differentiating (2) gives

$$\frac{df_q}{dE_F}=-\frac{f_q}{kT}\big(q-\langle q\rangle\big),\qquad
\frac{d\langle q\rangle}{dE_F}=-\frac{\langle q^2\rangle-\langle q\rangle^2}{kT}.$$

The second expression is never positive, while $n$ rises with $E_F$. For donor charges $q\ge0$, the left side of (13) exceeds the right at very low $E_F$ and falls below it at very high $E_F$, so there is one solution.

## Worked example: weakly bound oxygen in an oxide film

Take oxygen vacancies in an amorphous In-Ga-Zn-O film annealed at 600 K, where $kT=0.0517$ eV. Let $N=1.0\times10^{18}$ cm$^{-3}$ oxygen sites be weakly bound. They are a fraction $2\times10^{-5}$ of an assumed $5\times10^{22}$ cm$^{-3}$ oxygen sites, so filling them with vacancies leaves the host intact. For charges 0, +1 and +2 we choose $E_q^C=0.20$, 0.28 and 0.30 eV and $g_q=1$, 2 and 1. By (3), charges 0 and +1 then cost the same at $E_F=-0.08$ eV, and charges +1 and +2 at $-0.02$ eV. Charge +1 is therefore never the cheapest state (a negative-$U$ centre). The band electrons have a parabolic band of mass 0.35 free-electron masses and obey Fermi-Dirac statistics.

Equation (13) gives $E_F=-0.144$ eV. The formation energies become 0.200 eV, $0.28-0.144=0.136$ eV and $0.30-2(0.144)=0.012$ eV. Hence

$$x_0=e^{-0.200/0.0517}=0.021,\quad x_{+1}=2e^{-0.136/0.0517}=0.144,$$

and, from the unrounded energy 0.0117 eV, $x_{+2}=0.797$. Their sum is 0.962, and

$$\theta=\frac{0.962}{1.962}=0.490 .$$

The separate occupations are 0.011, 0.074 and 0.406. The charge per site is $0.074+2(0.406)=0.886$, which matches the electron density $n=8.86\times10^{17}$ cm$^{-3}$.

At this same Fermi level the Boltzmann form gives 0.962 defects per site, 1.96 times the full result. If it is instead made neutral by itself, the Fermi level rises to $-0.132$ eV and the occupation is 0.635, which is 29% above the full result. The electron density, $1.11\times10^{18}$ cm$^{-3}$, is 26% too high. Neutrality reduces the error because extra donors raise $E_F$, and by (3) this makes charged donors more costly.

On cooling to 300 K with the vacancies frozen in, (11) and neutrality give $E_F=-0.056$ eV and $n=5.7\times10^{17}$ cm$^{-3}$. The occupations are now 0.146, 0.115 and 0.230, so many vacancies have recaptured electrons. Full equilibrium at 300 K, with the same $E_q^C$, would leave $\theta=0.041$. Its electron density would be $7.8\times10^{16}$ cm$^{-3}$, whereas freezing in the dilute-form occupation 0.635 would give $6.7\times10^{17}$ cm$^{-3}$. The thermal history therefore matters more here than the choice between (2) and its dilute limit.

## How far the neglected effects move the result

Each effect below is added alone at 600 K. Neutrality is solved again, except for the smaller effects at the end, which are evaluated at the example's $E_F$.

**Spread of site energies.** A Gaussian spread of 0.10 eV, common to all charge states of a site, changes $\theta$ only from 0.490 to 0.493. The reason is the near-half filling. At fixed $E_F$, a shift $s$ gives $\theta(s)=1/(1+e^{s/kT}/\sum x)$. If $\sum x=1$, then $\theta(s)+\theta(-s)=1$, and a symmetric spread leaves the mean at one half. Away from half filling this cancellation is lost.

**Vibrational entropy.** If a vacancy adds $2k$ of vibrational entropy, each $x_q$ is multiplied by $e^2$. Then $\theta=0.775$ and $n=1.32\times10^{18}$ cm$^{-3}$.

**Coulomb interaction.** In a medium of permittivity $\varepsilon$ that screens linearly with inverse length $\kappa$, a charge $qe$ has the potential $qe\,e^{-\kappa r}/4\pi\varepsilon r$. Subtracting its bare potential and letting $r\to0$ leaves $-qe\kappa/4\pi\varepsilon$ from the screening charge. Building up the charge gradually gives half the product of charge and potential, $-q^2e^2\kappa/8\pi\varepsilon$. A small potential $\phi$ acts on the electrons and the defects like a rise $e\phi$ of the Fermi level, so the derivatives found above give $\kappa^2=(e^2/\varepsilon)\,[dn/dE_F+N(\langle q^2\rangle-\langle q\rangle^2)/kT]$. With relative permittivity 10, a self-consistent calculation that also lowers the band electrons gives a lowering of 0.079 eV for charge +2, $\theta=0.754$ and $n=1.45\times10^{18}$ cm$^{-3}$. The screening length is 3.6 nm, shorter than the typical site spacing of 10 nm, so a smooth screening cloud is a poor picture. The band electrons are also lowered as if they were classical point charges, although their thermal wavelength, about 5 nm, exceeds the screening length. The result therefore indicates only the rough size of the effect and is not a reliable correction. The random positions of the sites also produce a random potential, a further source of energy spread. If each site carries the mean charge and is screened as above, it is about 0.03 V rms, much of it from rare close neighbours; the central 68% of its values span about $\pm0.018$ V.

**Effective-mass bound state.** The chosen energies bind an electron to a +2 vacancy by only 0.02 eV. A point charge +2 in a medium of permittivity 10 binds a band electron of mass 0.35 by $4\times13.6\times0.35/10^2=0.19$ eV without screening, and by roughly 0.12 to 0.14 eV for screening lengths of 3.6 to 5 nm. Adding the unscreened state as a further +1 state with $E^C=0.30-0.19=0.11$ eV and $g=2$ gives $\theta=0.82$ and $n=9.4\times10^{17}$ cm$^{-3}$, and $8.2\times10^{17}$ cm$^{-3}$ when frozen in at 300 K. Its orbit radius is below 1 nm, so the binding energy is rough, but the occupations of the example are sensitive to it.

**Smaller effects.** Ordinary oxygen sites, if their vacancies cost 1.0 eV more, add $1.9\times10^{14}$ cm$^{-3}$ vacancies at the example's $E_F$, which is negligible. This depends strongly on the assumed cost: at 0.5 eV more they would add $3\times10^{18}$ cm$^{-3}$ at that $E_F$ and outnumber the weak sites. Replacing Fermi-Dirac by Boltzmann statistics for the electrons would overestimate $n$ by 2% at that $E_F$.

The anneal temperature and band mass are roughly typical of In-Ga-Zn-O transistor films. The frozen-in electron density lies towards the upper end of a rough working range of $10^{16}$ to $10^{18}$ cm$^{-3}$. The weak-site density and formation energies are model choices, and the energies are far below the electronvolt scale expected for ordinary oxygen sites. Real films break the assumption of non-interacting defects, which by the rough estimate above could raise $n$ at the anneal by some tens of per cent. Being amorphous, they have localized band-tail states that trap electrons and are left out of (13); an assumed exponential tail of $1.55\times10^{20}$ cm$^{-3}$eV$^{-1}$ at the band edge and width 13 meV would lower the frozen-in $n$ from $5.7$ to $4.4\times10^{17}$ cm$^{-3}$. They may also contain hydrogen donors and deep vacancies, which are not sized here, and may never reach equilibrium during the anneal. The example therefore illustrates a case in which saturation matters; it does not predict the carrier density of a particular film. The values of the basic example are in the numerical output.

## Computed values

```
Anneal, use temperature: 600, 300 K
kT at anneal: 0.05170 eV
Weak-site density: 1.00e+18 cm^-3
Ordinary O-site density: 5.00e+22 cm^-3
Weak/ordinary sites: 2.0e-05
Band mass 0.35 m_e, permittivity 10.0
Band density at anneal: 1.470e+19 cm^-3
Charge, g, E at band edge (eV), E at E_F (eV), x, n/N:
  +0 1 0.20 0.2000 0.0209 0.0106
  +1 2 0.28 0.1359 0.1445 0.0736
  +2 1 0.30 0.0117 0.7968 0.4061
E_F from band edge: -0.1441 eV
Sum of x: 0.9622; theta: 0.4904
Defects: 4.904e+17 cm^-3
Electrons: 8.858e+17 cm^-3
Boltzmann/true at same E_F: 1.9622
Boltzmann, own neutrality: E_F -0.1320 eV
  defects/N 0.6346, electrons 1.113e+18 cm^-3
Shift (eV), theta, Boltzmann, separate exclusion:
  -0.2 0.97874 46.04600 2.34808
  -0.1 0.86939 6.65624 1.47259
  +0.0 0.49037 0.96220 0.59017
  +0.1 0.12211 0.13909 0.12676
  +0.2 0.01971 0.02011 0.01982
  +0.3 0.00290 0.00291 0.00290
E for theta=0.01, one state, g=1: 0.2376 eV
6-site cell: mean 2.9422, std 1.2245 defects
Search, 120 sites, n(0,+1,+2): [1, 8, 49]
  formula: [1.28, 8.83, 48.73]
  entropy alone: [24, 48, 24]
Stirling error per site (k), N=1e2,1e4,1e6: 5.4e-02, 1.2e-03, 1.9e-05
Neglected effects at anneal (theta; electrons in cm^-3):
  spread 0.10 eV: 0.4928; 8.897e+17
  vibration 2 k: 0.7753; 1.322e+18
  Coulomb: 0.7541; 1.452e+18
    screening length 3.64 nm
    site spacing N^(-1/3) 10.00 nm
    lowering of +2 defect 0.0791 eV
    rms random potential 0.0316 V
  ordinary sites, +1.0 eV: 1.92e+14 cm^-3
  electron degeneracy: 2.15 % of n
Frozen defects at 300 K: E_F -0.0559 eV
  n/N (0,+1,+2): [0.1456, 0.1147, 0.23]
  electrons 5.748e+17 cm^-3
  theta if not frozen: 0.04090
```
